Electron–lattice temperature equilibration in a laser-heated magnetic film

Let electrons and lattice exchange heat at a power per volume G for each kelvin of difference between them, and let their heat capacities per volume be Cₑ and Cₗ. G has units of J/(cm³ K ps) and a heat capacity has units of J/(cm³ K), so G divided by a heat capacity is a rate. Dimensions alone allow G/Cₑ times any function of Cₑ/Cₗ. Three further facts remove this freedom. A given power changes the temperature of each body in inverse proportion to that body's own capacity, so the closing rate of the gap is a sum of two terms, one containing Cₑ alone and the other Cₗ alone. Each must then be a pure number times G/C. Exchanging the names of the two bodies leaves the size of the gap unchanged, so both numbers are the same. If Cₗ is infinite, the electrons cool towards a fixed temperature at the rate G/Cₑ, so the number is one. The form is therefore

Γ = G (1/Cₑ + 1/Cₗ).

This argument takes constant coefficients for granted. In a metal heated by a femtosecond pulse they are not constant: the electronic heat capacity rises strongly with temperature. The derivation must show at which temperature the coefficients are to be taken, and for how large a gap the result holds.

Let uₑ(Tₑ) and uₗ(Tₗ) be the energy densities of electrons and lattice, with Cₑ = duₑ/dTₑ and Cₗ = duₗ/dTₗ, both positive. Each body is assumed to have a temperature of its own, uniform through the film. After the pulse no energy enters or leaves. Let P(Tₑ,Tₗ) be the power density passing from electrons to lattice, counted positive in that direction. Energy balance gives

Cₑ(Tₑ) dTₑ/dt = −P(Tₑ,Tₗ),
Cₗ(Tₗ) dTₗ/dt = +P(Tₑ,Tₗ).

The left sides are duₑ/dt and duₗ/dt, so adding the equations shows that uₑ + uₗ is constant. The common final temperature T∞ satisfies uₑ(T∞) + uₗ(T∞) = total energy density. There is at most one such temperature, because both energies increase with temperature.

Write Tₑ = T∞ + a and Tₗ = T∞ + b, with a and b small. The exchange P is assumed smooth, and it vanishes whenever the two temperatures are equal, so P(T,T) = 0 for every T. Differentiating this identity with respect to T gives

∂P/∂Tₑ + ∂P/∂Tₗ = 0 at equal temperatures.

Define G = ∂P/∂Tₑ at Tₑ = Tₗ = T∞, and take G > 0, so that heat flows from the hotter body to the colder. The other derivative is then −G, and

P = G a − G b + second order = G (a − b) + second order.

A temperature dependence of G changes this only at second order, since it multiplies a gap that is already small. The capacities behave in the same way. Expanding one of them,

1/Cₑ(T∞ + a) = 1/Cₑ(T∞) − a Cₑ′(T∞)/Cₑ(T∞)² + …,

where the prime denotes a temperature derivative. The second term multiplies P, which is of first order, so the product is of second order. With every coefficient now taken at T∞, the linear equations are

da/dt = −(G/Cₑ)(a − b),
db/dt = +(G/Cₗ)(a − b).

Let D = a − b = Tₑ − Tₗ be the gap. Subtracting the second equation from the first gives

dD/dt = −(G/Cₑ) D − (G/Cₗ) D = −Γ D,
D(t) = D(0) exp(−Γt).

The two terms add because the electrons cool towards the lattice while the lattice warms towards the electrons.

A pair of linear equations has two decay rates. The second is zero: the combination Cₑa + Cₗb does not change, which is energy conservation to first order. Because T∞ was chosen to match the total energy, this combination is itself zero to first order. Putting b = −Cₑa/Cₗ into D = a − b gives D = a(Cₗ + Cₑ)/Cₗ, and hence

Tₑ − T∞ = Cₗ D/(Cₑ + Cₗ),
Tₗ − T∞ = −Cₑ D/(Cₑ + Cₗ).

The body with the smaller capacity makes the larger excursion. The relaxation time is

1/Γ = CₑCₗ/[G(Cₑ + Cₗ)].

For Cₑ much smaller than Cₗ this tends to Cₑ/G, and the lattice acts as a bath. For equal capacities C the rate is 2G/C, twice that of either body facing a bath.

The size of gap that the linear law tolerates can be found in a simple model of a metal: Cₑ = γTₑ, with constant Cₗ and constant G. Here P = GD holds for any gap, and subtracting the energy equations gives

dD/dt = −G [1/(γTₑ) + 1/Cₗ] D.

The bracket times G is the instantaneous rate. From here on, Cₑ without an argument means γT∞. Let s = Cₗ/(Cₑ + Cₗ), so that Tₑ = T∞ + sD to first order. Then

1/(γTₑ) = (1/Cₑ)(1 − sD/T∞ + …),

and the instantaneous rate differs from Γ by −GsD/(CₑT∞). Since Γ = G(Cₑ + Cₗ)/(CₑCₗ) = G/(sCₑ), the relative change is

(instantaneous rate − Γ)/Γ = −s² D/T∞ + second order.

For hot electrons D is positive and the early decay is slower than Γ, because hot electrons have the larger heat capacity. The linear law thus needs s²D/T∞ to be much less than one.

This model can also be solved without linearizing. Energy conservation reads

γTₑ²/2 + CₗTₗ = γT∞²/2 + CₗT∞.

Solving for Tₗ and subtracting it from Tₑ,

Tₑ − Tₗ = (Tₑ − T∞) + (γ/2Cₗ)(Tₑ² − T∞²)
= (γ/2Cₗ)(Tₑ − T∞)(Tₑ + B), where B = T∞ + 2Cₗ/γ.

The second line follows by factoring Tₑ² − T∞² and taking out γ/2Cₗ. Put this gap into γTₑ dTₑ/dt = −G(Tₑ − Tₗ), cancel γ and separate the variables:

dt = −(2Cₗ/G) Tₑ dTₑ/[(Tₑ − T∞)(Tₑ + B)].

The fraction splits as

Tₑ/[(Tₑ − T∞)(Tₑ + B)] = [1/(T∞ + B)] [T∞/(Tₑ − T∞) + B/(Tₑ + B)],

which is confirmed by the numerator T∞(Tₑ + B) + B(Tₑ − T∞) = (T∞ + B)Tₑ. Moreover T∞ + B = 2(Cₑ + Cₗ)/γ, so the coefficient of the first term is

(2Cₗ/G) T∞/(T∞ + B) = CₗγT∞/[G(Cₑ + Cₗ)] = 1/Γ.

The coefficient of the second term is larger by the factor B/T∞. Integrating from the initial electron temperature Tₑ₀ gives

Γt = ln[(Tₑ₀ − T∞)/(Tₑ − T∞)] + (B/T∞) ln[(Tₑ₀ + B)/(Tₑ + B)].

At late times Tₑ in the second logarithm may be replaced by T∞. That logarithm becomes a constant, and

Tₑ − T∞ → (Tₑ₀ − T∞) exp[−Γ(t − t_d)],
t_d = [B/(ΓT∞)] ln[(Tₑ₀ + B)/(T∞ + B)].

In this model a strong pulse therefore ends in the same exponential law as a weak one, with Γ taken at its own final temperature. The nonlinear beginning survives as a delay t_d. If Cₗ is very large, B is very large too, the logarithm tends to (Tₑ₀ − T∞)/B, and Γ tends to G/(γT∞). The delay then becomes γ(Tₑ₀ − T∞)/G.

Consider a 10 nm ferromagnetic transition-metal film at 300 K, of the kind used in ultrafast optical control of magnetization. Rough typical values are γ = 0.001 J/(cm³ K²), Cₗ = 3.6 J/(cm³ K) and G = 1 J/(cm³ K ps). They give the order of magnitude for this class of material, not the values of one particular metal. This γ is close to the low-temperature value of nickel; iron and cobalt lie nearer 0.0007 J/(cm³ K²). A weak pulse with an absorbed fluence of 0.02 mJ/cm², divided by the thickness of 10⁻⁶ cm, deposits 20 J/cm³. If all of it first enters the electrons,

Tₑ₀ = √(300² + 2·20/0.001) K = 360.6 K.

The final temperature solves γT∞²/2 + CₗT∞ = γTₑ₀²/2 + Cₗ·300 K, which gives T∞ = 305.1 K and Cₑ = 0.305 J/(cm³ K). The linear rate is

Γ = 1/0.3051 + 1/3.6 = 3.28 + 0.28 = 3.56 ps⁻¹,

or a relaxation time of 281 fs. The electronic term supplies 92% of the rate, so an error in Cₑ matters far more than the same relative error in Cₗ.

The initial gap is 60.6 K. The instantaneous rate at the start is 1/0.3606 + 1/3.6 = 3.05 ps⁻¹, which is 14% below Γ. The first-order estimate uses s = 3.6/3.905 = 0.922 and gives −0.850·60.6/305.1, or −17%. Direct numerical integration of the two nonlinear equations over five relaxation times shows how far the linear temperatures stray: by at most 2.1 K for the electrons, or 3.5% of the initial gap, and by at most 0.4 K for the lattice.

A pulse of 0.5 mJ/cm² deposits 500 J/cm³ in the same film. The same formulas give Tₑ₀ = 1044 K and T∞ = 426.2 K. The late rate is 1/0.4262 + 1/3.6 = 2.62 ps⁻¹, a relaxation time of 381 fs. Evaluating Γ at the starting temperature would give 3.61 ps⁻¹, which is 38% above the late rate. The early decay is slower still: at 1044 K the instantaneous rate is 1/1.044 + 1/3.6 = 1.24 ps⁻¹. With B = 7626 K the delay is

t_d = (7626/426.2) ln(8670/8052)/2.62 ps⁻¹ = 0.50 ps,

against 0.05 ps for the weak pulse. The strong pulse thus shows two separate effects, a lower final rate and an exponential tail shifted to later times. The delay t_d measures this shift for Tₑ − T∞. For the gap itself the shift is slightly smaller, 0.48 ps, because the ratio of the gap to Tₑ − T∞ is proportional to Tₑ + B and falls as the electrons cool. The delay is not the moment at which the decay becomes exponential, since at 0.50 ps the instantaneous rate is still well below its late value.

The linear electronic heat capacity is itself doubtful at 1044 K. As an example of a deviation, take an electronic band that has a constant density of states up to 0.3 eV above the Fermi level and no states beyond. Filling this band with Fermi–Dirac statistics at fixed electron number, and differentiating its energy numerically, gives a heat capacity within 0.1% of the linear law at 300 K but 22% below it at 1044 K. A different density of states can change the size of this deviation and even its sign. The coupling G of a real metal can also change with electron temperature, and 1044 K lies above the Curie temperature of nickel and close to that of iron, so the spins of such a film would take up heat that this two-body model leaves out. The strong-pulse figures illustrate the model and do not predict the behaviour of a given metal.

The lattice also departs from its classical heat capacity. Take a Debye temperature θ = 400 K and keep 3.6 J/(cm³ K) and 1 J/(cm³ K ps) as the high-temperature limits of Cₗ and G. Let the exchanged power be proportional to F(Tₑ) − F(Tₗ), with

F(T) = ∫₀¹ y⁴ dy/[exp(yθ/T) − 1],

where y is the phonon frequency relative to its maximum. This power vanishes at equal temperatures, as the derivation requires. At 300 K the integrals give Cₗ = 3.30 J/(cm³ K) and G = 0.91 J/(cm³ K ps). The rate becomes 3.30 ps⁻¹, 8.6% below the 3.61 ps⁻¹ found with the limiting values.

In a magnetic film the spins also take up heat. Give them a temperature Tₛ, a capacity Cₛ and couplings Gₑₛ to the electrons and Gₛₗ to the lattice. The linear equations become

Cₑ dTₑ/dt = −G(Tₑ − Tₗ) − Gₑₛ(Tₑ − Tₛ),
Cₛ dTₛ/dt = Gₑₛ(Tₑ − Tₛ) − Gₛₗ(Tₛ − Tₗ),
Cₗ dTₗ/dt = G(Tₑ − Tₗ) + Gₛₗ(Tₛ − Tₗ).

Their sum again conserves energy, which leaves two nonzero rates. For Cₛ = 0.2 J/(cm³ K), Gₑₛ = 0.6 and Gₛₗ = 0.03 J/(cm³ K ps), all rough values, and with Cₑ from the weak pulse, numerical diagonalization gives 1.75 and 6.93 ps⁻¹. After sudden heating of the electrons, the slower mode carries 27% of the initial electron–lattice gap and the faster one 73%. The single rate of 3.56 ps⁻¹ has been replaced by two, and the slower is 51% below it.

If Gₑₛ were large enough to keep spins and electrons at one temperature, they would act as one body of capacity Cₑ + Cₛ, joined to the lattice by G + Gₛₗ. The two-body result then gives

(G + Gₛₗ)[1/(Cₑ + Cₛ) + 1/Cₗ] = 1.03·(1/0.505 + 1/3.6) = 2.33 ps⁻¹.

The slow rate approaches this value from below as Gₑₛ grows. At 1.75 ps⁻¹ it is still 25% short, so the chosen coupling is far from the locked limit. A measured magnetization-recovery rate should not be equated with Γ without knowing how the spins exchange energy.

The electrons also need time to reach a temperature of their own. As a simple description, let an energy density U enter the thermal electrons at the rate (U/τ) exp(−t/τ), with fixed capacities. The gap then obeys dD/dt = (U/(Cₑτ)) exp(−t/τ) − ΓD. Starting from D = 0, its solution is

D = (U/Cₑ) [exp(−Γt) − exp(−t/τ)]/(1 − Γτ).

Setting the derivative to zero gives the peak time ln[1/(Γτ)]/(1/τ − Γ). There exp(−t/τ) = Γτ exp(−Γt), so the peak gap is U/Cₑ times exp(−Γt) at that time. For τ = 0.1 ps, a rough value, the peak comes at 0.16 ps and reaches 57% of the gap produced by sudden heating. The late decay still has the rate Γ, because Γτ = 0.36 is less than one. If Γτ exceeded one, the tail would follow the slower supply rate 1/τ.

Loss to the substrate is much slower. An interface conductance of 200 MW/(m² K), divided by 10 nm, removes 0.02 J/(cm³ K ps) from the lattice. Spread over the total capacity of 3.905 J/(cm³ K), this cools the film in about 195 ps if the substrate stays at its starting temperature, and it raises the fast decay rate of the gap by only about 0.01%. A real substrate warms near the interface and slows the cooling, moderately for a good conductor such as silicon or sapphire and to a nanosecond or more for glass. After the weak pulse a remnant of the gap, less than 0.01 K, then shrinks at the slow cooling rate. Within the film, electron heat conduction levels the slowest depth variation in the time d²Cₑ/(π²κ), if the faces are insulated and coupling to the lattice is left out. With thickness d = 10 nm and conductivity κ = 50 W/(m K) this is 62 fs, shorter than 281 fs but not negligible beside it. With the other values held fixed, the two times become equal near d = 21 nm. Unless the light itself deposits energy evenly, the local temperatures then differ through the depth. The gap at the illuminated face at first falls faster than in a uniform film, and the variation left in the lattice levels out only over picoseconds. The gap averaged over depth is much less affected: with insulated faces conduction drops out of the average of the linear equations, which still decays at the rate Γ.

The calculated 281 fs belongs to the chosen rough values. With the capacities of the weak-pulse example, a coupling of 0.3 instead of 1 J/(cm³ K ps) would give 0.94 ps, so the time for a real film requires its own coupling and capacities. An error in the coupling G passes directly into the result: in the two-body model, halving G at fixed capacities doubles the relaxation time. The operating temperature matters as well. With G and Cₗ held fixed, raising the film from 300 to 400 K lowers Γ from 3.61 to 2.78 ps⁻¹, because the electrons then store more heat per kelvin. These rates describe the flow of heat. Whether the magnetization reverses depends also on its own dynamics, which the heat equations do not contain.
